**Minimum noise temperature of the Pospieszalski transistor model**

At low frequency the intrinsic model gives T_min ≈ 2(f/f_T)√(r g T_g T_d). Here r is the resistance in series with the gate-source capacitance C, g is the output conductance, T_g and T_d are their assigned noise temperatures, and f_T = g_m/(2πC) with transconductance g_m. The program solves the noisy circuit by nodal analysis and searches numerically for the source impedance with the lowest noise temperature. It asserts agreement with the full formula and the optimum impedance for two parameter sets at four frequencies from 1 to 300 GHz. Further assertions cover the error of the low-frequency formula, load independence, the balance of gate and drain noise, gate-width scaling, correlated noise sources and the gate-leakage floor. For a silicon MOSFET with rough typical parameters at 10 GHz, the output shows 18.5 K from the short formula and 19.0 K from both the full formula and the circuit search. Six added device effects, mainly gate and source resistance, raise the minimum to about 35 K.

## Verification by program

```python
# Minimum noise temperature of the intrinsic Pospieszalski transistor model.
# Result under test, with x = f/fT and fT = gm/(2 pi C):
#   Tmin = 2 x sqrt(r g Tg Td + (x r g Td)^2) + 2 x^2 r g Td
#   Tmin -> Tlow = 2 x sqrt(r g Tg Td) when eps = x sqrt(r g Td/Tg) << 1
# r: resistance in series with gate-source capacitance C, at temperature Tg
# g: output conductance at temperature Td;  gm: transconductance
# The check solves the noisy circuit by nodal analysis and searches
# numerically for the source impedance of least noise temperature.
import numpy as np
from scipy.constants import k, e, h, pi
from scipy.optimize import minimize


def noise_temperature(source_impedance, f, p):
    """Noise temperature from its definition, using all noise transfers."""
    w = 2 * pi * f
    Rg, Rs = p.get("Rg", 0.0), p.get("Rs", 0.0)
    gate = "inner_gate" if Rg > 0 else "port"
    source = "inner_source" if Rs > 0 else "ground"
    names = ["port", "mid", "drain"]
    if Rg > 0:
        names.append(gate)
    if Rs > 0:
        names.append(source)
    index = {name: i for i, name in enumerate(names)}
    Y = np.zeros((len(names), len(names)), complex)

    def stamp(row, column, value):
        if row in index and column in index:
            Y[index[row], index[column]] += value

    def admittance(a, b, value):
        stamp(a, a, value)
        stamp(b, b, value)
        stamp(a, b, -value)
        stamp(b, a, -value)

    source_admittance = 1 / source_impedance
    admittance("port", "ground", source_admittance)
    admittance(gate, "mid", 1j * w * p["C"])
    admittance("mid", source, 1 / p["r"])
    admittance("drain", source, p["g"])
    admittance("drain", gate, 1j * w * p.get("Cgd", 0.0))
    admittance("drain", "ground", p.get("load", 0.0))
    # controlled current flows from drain to source
    stamp("drain", gate, p["gm"])
    stamp("drain", "mid", -p["gm"])
    stamp(source, gate, -p["gm"])
    stamp(source, "mid", p["gm"])
    # each noise entry is (node, node, current spectrum divided by 4k)
    Td = p["Td"] * (1 + p.get("corner", 0.0) / f)
    noises = [("mid", source, p["Tg"] / p["r"]),
              ("drain", source, p["g"] * Td),
              (gate, source, e * p.get("leak", 0.0) / (2 * k))]
    if Rg > 0:
        admittance("port", gate, 1 / Rg)
        noises.append(("port", gate, p["Tg"] / Rg))
    if Rs > 0:
        admittance(source, "ground", 1 / Rs)
        noises.append((source, "ground", p["Tg"] / Rs))
    pick_drain = np.zeros(len(names), complex)
    pick_drain[index["drain"]] = 1
    z = np.linalg.solve(Y.T, pick_drain)

    def response(a, b):
        za = z[index[a]] if a in index else 0.0
        zb = z[index[b]] if b in index else 0.0
        return za - zb

    total = sum(s * abs(response(a, b))**2 for a, b, s in noises)
    rho = p.get("rho", 0.0)
    amplitude = np.sqrt(p["r"] * p["Tg"] * p["g"] * Td)
    total += 2 * np.real(rho * amplitude * response("mid", source) / p["r"]
                         * np.conj(response("drain", source)))
    return total / (source_admittance.real * abs(response("port", "ground"))**2)


def search_minimum(f, p):
    def impedance(v):
        return np.exp(v[0]) * (1 + 1j * v[1])
    result = minimize(lambda v: noise_temperature(impedance(v), f, p),
                      [np.log(50.0), 1.0], method="Nelder-Mead",
                      options={"xatol": 1e-7, "fatol": 1e-10,
                               "maxiter": 1000, "maxfev": 2000})
    return result.fun, impedance(result.x)


def cutoff(p):
    return p["gm"] / (2 * pi * p["C"])


def low_formula(f, p):
    return 2 * f / cutoff(p) * np.sqrt(p["r"] * p["g"] * p["Tg"] * p["Td"])


def full_formula(f, p):
    x = f / cutoff(p)
    b = x**2 * p["r"] * p["g"] * p["Td"]
    return 2 * np.sqrt(b * p["r"] * p["g"] * 0 + b * p["Tg"] + b**2) + 2 * b


def small_parameter(f, p):
    return f / cutoff(p) * np.sqrt(p["r"] * p["g"] * p["Td"] / p["Tg"])


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Rough typical silicon n-channel MOSFET values
width, length = 60e-6, 60e-9
mosfet = dict(gm=60e-3, C=60e-15, r=4.0, g=6e-3, Tg=300.0, Td=3000.0)
f0 = 10e9
fT = cutoff(mosfet)

# Full formula and optimum impedance, also far outside the low-frequency range
other = dict(gm=35e-3, C=110e-15, r=9.0, g=2e-3, Tg=80.0, Td=1400.0)
for p in (mosfet, other):
    for f in (1e9, 10e9, 60e9, 300e9):
        T, Z = search_minimum(f, p)
        assert close(T, full_formula(f, p), 1e-6)
        R = p["r"] * np.sqrt(1 + 1 / small_parameter(f, p)**2)
        assert close(Z, R + 1j / (2 * pi * f * p["C"]), 1e-3)

# General source impedance, away from the optimum
def formula_any_source(Z, f, p):
    B = (f / cutoff(p))**2 * p["g"] * p["Td"]
    reactance = Z.imag - 1 / (2 * pi * f * p["C"])
    return (p["r"] * p["Tg"]
            + B * ((Z.real + p["r"])**2 + reactance**2)) / Z.real

for Z in (50 + 0j, 20 - 70j, 300 + 150j):
    direct = noise_temperature(Z, f0, mosfet)
    assert close(direct, formula_any_source(Z, f0, mosfet), 1e-9)
    loaded = noise_temperature(Z, f0, {**mosfet, "load": 0.02 - 0.01j})
    assert close(loaded, direct, 1e-9)

# Error of the low-frequency formula: eps + eps^2/2 to second order
for eps in (0.1, 0.03, 0.01):
    f = f0 * eps / small_parameter(f0, mosfet)
    excess = search_minimum(f, mosfet)[0] / low_formula(f, mosfet) - 1
    assert close(excess - eps, eps**2 / 2, 0.01)

# Equal gate and drain parts at the optimum in the low-frequency limit
T, Z = search_minimum(10e6, mosfet)
gate_low = noise_temperature(Z, 10e6, {**mosfet, "Td": 0.0})
drain_low = noise_temperature(Z, 10e6, {**mosfet, "Tg": 0.0})
assert close(gate_low, drain_low, 1e-3)

# Gate-width scaling
double = {**mosfet, "gm": 2 * mosfet["gm"], "C": 2 * mosfet["C"],
          "g": 2 * mosfet["g"], "r": mosfet["r"] / 2}
Tmin, Zopt = search_minimum(f0, mosfet)
assert close(search_minimum(f0, double)[0], Tmin, 1e-6)

# Correlation of the two noise sources, low-frequency limit
for rho in (0.3 + 0.1j, -0.2 - 0.3j, 0.1j):
    T = search_minimum(10e6, {**mosfet, "rho": rho})[0]
    factor = np.sqrt(1 - rho.real**2) + rho.imag
    assert close(T / low_formula(10e6, mosfet), factor, 1e-3)

# White-noise floor set by gate leakage
leak_density = 1.0e4  # A/m^2, equal to 1 A/cm^2
leak = leak_density * width * length
floor = 2 * np.sqrt((mosfet["r"] * mosfet["Tg"]
                     + mosfet["g"] * mosfet["Td"] / mosfet["gm"]**2)
                    * e * leak / (2 * k))
assert close(search_minimum(1e6, {**mosfet, "leak": leak})[0], floor, 1e-4)
f_floor = f0 * floor / low_formula(f0, mosfet)

# Frequency at which the short formula is too low by a factor 1.1
f_upper = f0 * np.sinh(np.log(1.1)) / small_parameter(f0, mosfet)
assert close(search_minimum(f_upper, mosfet)[0],
             1.1 * low_formula(f_upper, mosfet), 1e-6)

# Rough sizes of effects absent from the intrinsic model
Rg, Rs, Cgd, corner = 3.0, 3.0, 20e-15, 50e6
drain_voltage, drain_current, thermal_resistance = 1.0, 18e-3, 1000.0
heating = drain_voltage * drain_current * thermal_resistance
effects = {
    "gate resistance": {"Rg": Rg},
    "source resistance": {"Rs": Rs},
    "gate-drain capacitance": {"Cgd": Cgd},
    "gate leakage": {"leak": leak},
    "1/f drain noise": {"corner": corner},
    "self-heating of r": {"Tg": mosfet["Tg"] + heating},
}
combined = dict(mosfet)
for change in effects.values():
    combined.update(change)

low = low_formula(f0, mosfet)
full = full_formula(f0, mosfet)
eps0 = small_parameter(f0, mosfet)
gate_part = noise_temperature(Zopt, f0, {**mosfet, "Td": 0.0})
drain_part = noise_temperature(Zopt, f0, {**mosfet, "Tg": 0.0})
assert close(gate_part + drain_part, full, 1e-6)

print("Silicon n-MOSFET, rough typical inputs")
print(f"gate width = {width*1e6:.0f} um, length = {length*1e9:.0f} nm")
print(f"gm = {mosfet['gm']*1e3:.0f} mS")
print(f"C = {mosfet['C']*1e15:.0f} fF")
print(f"r = {mosfet['r']:.1f} ohm")
print(f"g = {mosfet['g']*1e3:.1f} mS")
print(f"Tg = {mosfet['Tg']:.0f} K, Td = {mosfet['Td']:.0f} K")
print(f"f = {f0/1e9:.0f} GHz")
print("Intrinsic model")
print(f"fT = {fT/1e9:.2f} GHz")
print(f"f/fT = {f0/fT:.5f}")
print(f"r g = {mosfet['r']*mosfet['g']:.4f}")
print(f"A = r Tg = {mosfet['r']*mosfet['Tg']:.1f} ohm K")
print(f"B = (f/fT)^2 g Td = {(f0/fT)**2*mosfet['g']*mosfet['Td']:.5f} K/ohm")
print(f"eps = {eps0:.5f}")
print(f"Tmin, low-frequency formula = {low:.3f} K")
print(f"Tmin, full formula = {full:.3f} K")
print(f"Tmin, circuit search = {Tmin:.3f} K")
print(f"full/low - 1 = {100*(full/low-1):.2f} %")
print(f"minimum noise figure (290 K) = {10*np.log10(1+full/290):.3f} dB")
print(f"optimum source R = {Zopt.real:.1f} ohm, X = {Zopt.imag:.1f} ohm")
print(f"gate part at optimum = {gate_part:.3f} K")
print(f"drain part at optimum = {drain_part:.3f} K")
print(f"Tn at 50 ohm source = {noise_temperature(50+0j, f0, mosfet):.1f} K")
print(f"short formula 10 % test: f = {f_upper/1e9:.1f} GHz")
print("Rough inputs for neglected effects")
print(f"gate resistance = {Rg:.1f} ohm, source resistance = {Rs:.1f} ohm")
print(f"gate-drain capacitance = {Cgd*1e15:.0f} fF")
print(f"leakage density = {leak_density/1e4:.1f} A/cm2")
print(f"leakage current = {leak*1e9:.1f} nA")
print(f"1/f corner = {corner/1e6:.0f} MHz")
print(f"drain bias = {drain_voltage:.1f} V, {drain_current*1e3:.0f} mA")
print(f"thermal resistance = {thermal_resistance:.0f} K/W")
print(f"temperature rise = {heating:.1f} K")
print("Change of Tmin at 10 GHz, one effect at a time")
for name, change in effects.items():
    shift = search_minimum(f0, {**mosfet, **change})[0] - Tmin
    print(f"{name}: {shift:+.3f} K")
for rho in (0.1j, -0.1j):
    shift = search_minimum(f0, {**mosfet, "rho": rho})[0] - Tmin
    print(f"correlation {rho.imag:+.1f}j: {shift:+.3f} K")
print(f"Tmin, six device effects together = {search_minimum(f0, combined)[0]:.2f} K")
print(f"zero-point scale hf/(2k) = {h*f0/(2*k):.3f} K")
print(f"leakage floor of Tmin = {floor:.3f} K")
print(f"short formula equals leakage floor at {f_floor/1e9:.2f} GHz")
print("no test failed")
```

Running it gives:

```
Silicon n-MOSFET, rough typical inputs
gate width = 60 um, length = 60 nm
gm = 60 mS
C = 60 fF
r = 4.0 ohm
g = 6.0 mS
Tg = 300 K, Td = 3000 K
f = 10 GHz
Intrinsic model
fT = 159.15 GHz
f/fT = 0.06283
r g = 0.0240
A = r Tg = 1200.0 ohm K
B = (f/fT)^2 g Td = 0.07106 K/ohm
eps = 0.03078
Tmin, low-frequency formula = 18.469 K
Tmin, full formula = 19.046 K
Tmin, circuit search = 19.046 K
full/low - 1 = 3.13 %
minimum noise figure (290 K) = 0.276 dB
optimum source R = 130.0 ohm, X = 265.3 ohm
gate part at optimum = 9.230 K
drain part at optimum = 9.816 K
Tn at 50 ohm source = 128.1 K
short formula 10 % test: f = 31.0 GHz
Rough inputs for neglected effects
gate resistance = 3.0 ohm, source resistance = 3.0 ohm
gate-drain capacitance = 20 fF
leakage density = 1.0 A/cm2
leakage current = 36.0 nA
1/f corner = 50 MHz
drain bias = 1.0 V, 18 mA
thermal resistance = 1000 K/W
temperature rise = 18.0 K
Change of Tmin at 10 GHz, one effect at a time
gate resistance: +6.401 K
source resistance: +6.415 K
gate-drain capacitance: -0.205 K
gate leakage: +0.140 K
1/f drain noise: +0.049 K
self-heating of r: +0.546 K
correlation +0.1j: +1.904 K
correlation -0.1j: -1.904 K
Tmin, six device effects together = 35.44 K
zero-point scale hf/(2k) = 0.240 K
leakage floor of Tmin = 2.276 K
short formula equals leakage floor at 1.23 GHz
no test failed
```
